# Klemens' linear phonon relaxation rate from dislocation strain, derived twice

## What scaling alone fixes

A dislocation with Burgers length $b$ strains the crystal at distance $r$ by $b$ times a function of direction, divided by $r$. Let this strain shift a phonon's local frequency by a relative amount $\gamma$ times the strain, and let $N_d$ be the dislocation line length per volume. To first order the scattered amplitude is proportional to $\gamma b$, so the rate is proportional to $\gamma^2b^2$. If the lines scatter independently, it is also proportional to $N_d$. The product $b^2N_d$ has no dimension, and the field $b/r$ brings no further length. For a phonon with $\omega=vk$, the one remaining quantity with the dimension of a rate is $\omega$:

$$\frac1\tau=C\,\gamma^2b^2N_d\,\omega .$$

This is Klemens' law. A strain $c\,r^{-p}$, with $c$ of dimension length$^p$, would give $N_dc^2k^{2p-2}\omega\propto\omega^{2p-1}$. The linear law therefore belongs to $p=1$. The power counting holds only while no cutoff length enters the momentum-loss rate: for a field $\sin\varphi/r^p$ this means $\frac12<p<3$, and for a field independent of direction $\frac12<p<2$. For larger $p$ the core size enters and the exponent stops at 5 and 3 respectively; for smaller $p$ the outer cutoff enters.

The argument assumes that $C$ is a finite number. For the total scattering rate, averaged over Burgers directions, it is not: forward scattering makes it diverge. For the rate at which momentum is lost, $C$ is finite, and the law holds for that rate. Both derivations below give

$$\frac1\tau=\frac14\,\gamma^2\beta^2b^2N_d\,\omega,\qquad \beta=\frac{1-2\nu}{1-\nu},\tag{1}$$

for straight edge dislocations in an isotropic medium with Poisson ratio $\nu$, and phonons that feel only the dilatation.

## The common ground: field and wave equation

Put the line along $z$ and the Burgers vector along $x$. With $A=b/2\pi$, $m=1/[2(1-\nu)]$ and polar angle $\varphi$, take

$$u_x=A\left[\varphi+\frac m2\sin2\varphi\right],\qquad u_y=-A\left[\frac\beta2\ln r+\frac m2\cos2\varphi\right].$$

One turn around the line raises $u_x$ by $2\pi A=b$, as it must. Using $\sin2\varphi=2xy/r^2$ and $\cos2\varphi=(x^2-y^2)/r^2$, the derivatives are

$$\partial_xu_x=A\left[-\frac y{r^2}+m\frac{y(y^2-x^2)}{r^4}\right],\qquad \partial_yu_y=A\left[-\frac\beta2\frac y{r^2}+2m\frac{x^2y}{r^4}\right].$$

The terms in $m$ add to $my/r^2$, and $m-1=-\beta/2$. The dilatation is therefore

$$\Delta=\partial_xu_x+\partial_yu_y=-\frac{b\beta}{2\pi}\frac{y}{r^2}.\tag{2}$$

Equilibrium requires $\nabla^2\mathbf u+\nabla\Delta/(1-2\nu)=0$. Since $\varphi$ and $\ln r$ are harmonic and $\beta/(1-2\nu)=2m$,

$$\nabla^2u_x=-\frac{2Am\sin2\varphi}{r^2},\quad \frac{\partial_x\Delta}{1-2\nu}=\frac{2Am\sin2\varphi}{r^2};\qquad \nabla^2u_y=\frac{2Am\cos2\varphi}{r^2},\quad \frac{\partial_y\Delta}{1-2\nu}=-\frac{2Am\cos2\varphi}{r^2}.$$

Both sums vanish. The line must also carry no net force. With shear modulus $\mu$, Hooke's law gives $\sigma_{xy}=2\mu Am\cos\varphi\cos2\varphi/r$ and $\sigma_{yy}=2\mu Am\sin\varphi\cos2\varphi/r$. The $y$ traction on a circle is $\sigma_{xy}\cos\varphi+\sigma_{yy}\sin\varphi=2\mu Am\cos2\varphi/r$, which integrates to zero. The $x$ traction is odd in $\varphi$ and integrates to zero too.

For the Fourier transform $\tilde\Delta(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\Delta$, start from $\nabla^2\ln r=2\pi\delta(\mathbf r)$. It shows that $\ln r$ transforms to $-2\pi/q^2$ for $q\neq0$. Because $y/r^2=\partial_y\ln r$, its transform is $-2\pi iq_y/q^2$, and

$$\tilde\Delta=\frac{ib\beta q_y}{q^2},\qquad |\tilde\Delta|^2=b^2\beta^2\,\frac{\sin^2\varphi_q}{q^2},\tag{3}$$

with $\varphi_q$ the direction of $\mathbf q$. Inverse distance in the plane has become inverse wavenumber.

The phonon is modelled by one scalar wave,

$$(1+2\gamma\Delta)\,\partial_t^2u=v^2\nabla^2u.\tag{4}$$

In a region of uniform $\Delta$ this gives $\omega=vk(1+2\gamma\Delta)^{-1/2}\approx vk(1-\gamma\Delta)$, so $\gamma$ is the Grüneisen number, provided positions and wavenumbers are counted in the undeformed crystal. For $\gamma>0$, dilatation lowers the frequency.

## First derivation: one line as a scatterer of waves

At fixed frequency, with $k=\omega/v$, equation (4) reads $\nabla^2u+k^2(1+2\gamma\Delta)u=0$. The line is uniform along $z$, so $k_z$ is conserved. Let $\alpha$ be the angle between $\mathbf k$ and the line, $\kappa=k\sin\alpha$, and $u=e^{ik_zz}w(x,y)$:

$$(\nabla_\perp^2+\kappa^2)w=-2\gamma k^2\Delta\,w.$$

The outgoing solution of $(\nabla_\perp^2+\kappa^2)G=-\delta$ is $G=\frac i4H_0^{(1)}(\kappa r)$. To first order the incident wave $e^{i\boldsymbol\kappa\cdot\mathbf r}$ replaces $w$ on the right. Far away $|H_0^{(1)}|\to\sqrt{2/\pi\kappa r}$, and the phase differences between source points supply $e^{-i\boldsymbol\kappa'\cdot\mathbf r'}$. The scattered wave is $f(\theta)e^{i\kappa r}/\sqrt r$ with

$$|f|^2=\frac1{16}\,\frac2{\pi\kappa}\,\bigl|2\gamma k^2\tilde\Delta(\mathbf q)\bigr|^2=\frac{\gamma^2k^4}{2\pi\kappa}|\tilde\Delta(\mathbf q)|^2,\qquad \mathbf q=\mathbf k'-\mathbf k.\tag{5}$$

Here $\theta$ is the angle through which $\boldsymbol\kappa$ turns. Since the field is long-ranged, (5) is understood with the field cut off at a large distance, which is then sent to infinity.

A collision that turns $\mathbf k$ by the full angle $\Theta$ removes the fraction $1-\cos\Theta$ of the momentum along $\mathbf k$. Since $|\mathbf k'|=|\mathbf k|$, we have $q^2=2k^2(1-\cos\Theta)$, so this weight cancels the $1/q^2$ of the strain:

$$|f|^2(1-\cos\Theta)=\frac{\gamma^2k^4b^2\beta^2}{2\pi\kappa}\,\frac{\sin^2\varphi_q}{q^2}\,\frac{q^2}{2k^2}=\frac{\gamma^2b^2\beta^2k^2}{4\pi\kappa}\sin^2\varphi_q .$$

If $\boldsymbol\kappa$ points at angle $\varphi_i$ from the Burgers vector, subtracting the two wavevectors gives

$$\mathbf q=2\kappa\sin\tfrac\theta2\,\bigl(-\sin(\varphi_i+\tfrac\theta2),\ \cos(\varphi_i+\tfrac\theta2)\bigr),$$

so $\sin^2\varphi_q=\cos^2(\varphi_i+\theta/2)=\frac12[1+\cos(2\varphi_i+\theta)]$. Its integral over a full turn of $\theta$ is $\pi$, whatever $\varphi_i$. The momentum-loss cross-section per unit line length is

$$\sigma=\frac{\gamma^2b^2\beta^2k^2}{4\kappa}.$$

For parallel lines, $N_d$ is also their number per area normal to them, and the phonon's velocity has the component $v\kappa/k$ within that plane. The rate is

$$N_d\,\frac{v\kappa}{k}\,\sigma=\frac14\gamma^2\beta^2b^2N_d\,vk,$$

which is (1), for each angle of incidence and each Burgers direction. In 30 random geometries, numerical integration over $\theta$ gave the coefficient 0.25.

## Second derivation: the strain spectrum of a dislocated crystal

Now treat the crystal as one random medium of volume $V$ and follow the mode amplitudes in time. Write $u=\sum_{\mathbf k}a_{\mathbf k}(t)e^{i(\mathbf k\cdot\mathbf r-\omega_kt)}$ and let $D(\mathbf q)$ be the three-dimensional transform of the whole dilatation field. The amplitudes change little in one period, so $\ddot a$ is dropped, as is $\dot a$ where it multiplies $\Delta$. Projecting (4) on mode $\mathbf k'$, with one mode $\mathbf k$ filled at first, gives

$$-2i\omega'\dot a_{\mathbf k'}=2\gamma\omega^2\frac{D(\mathbf q)}V\,a_{\mathbf k}\,e^{i(\omega'-\omega)t}.$$

At long times $|\int_0^te^{i(\omega'-\omega)s}ds|^2\to2\pi t\,\delta(\omega'-\omega)$, and the transition rate is

$$W_{\mathbf k\to\mathbf k'}=\frac{2\pi\gamma^2\omega^2}{V^2}|D(\mathbf q)|^2\,\delta(\omega'-\omega).\tag{6}$$

This is the golden rule. Planck's constant does not appear, because elastic scattering in a harmonic medium is a classical wave process.

Next comes the average of $|D|^2$. Line $j$ contributes a sign and a phase $e^{-i\mathbf q\cdot\mathbf r_j}$. With random signs and positions the cross terms average to zero, and the intensities add. (A sample of 8000 sets of 200 random lines gave 1.018 for the intensity per line, against an expected 1.) A line of length $\ell$ along the unit vector $\mathbf t$ contributes $2\pi\ell\,\delta(\mathbf q\cdot\mathbf t)\,|\tilde\Delta|^2$, since $|\int_\ell e^{-iq_tz}dz|^2$ is a peak at $q_t=0$ of area $2\pi\ell$. For random orientations the cosine between $\mathbf q$ and $\mathbf t$ is uniform on $(-1,1)$, with density $\frac12$, so $\langle\delta(\mathbf q\cdot\mathbf t)\rangle=1/(2q)$. Random Burgers directions give $\langle\sin^2\varphi_q\rangle=\frac12$. The line lengths sum to $N_dV$:

$$\langle|D(\mathbf q)|^2\rangle=N_dV\cdot2\pi\cdot\frac1{2q}\cdot\frac{b^2\beta^2}{2q^2}=\frac{\pi N_dVb^2\beta^2}{2q^3}.\tag{7}$$

The averaged $W$ depends on $\Theta$ alone. Consider a heat-carrying distribution $g=\mathbf B\cdot\hat{\mathbf k}$, with $\mathbf B$ a fixed vector. Collisions change it at the rate $-\sum_{\mathbf k'}W\,[g(\mathbf k)-g(\mathbf k')]$. Averaging $\hat{\mathbf k}'$ around $\hat{\mathbf k}$ leaves $\hat{\mathbf k}\cos\Theta$, so $g$ decays without change of form, at the rate $1/\tau=\sum_{\mathbf k'}W(1-\cos\Theta)$. The momentum-loss rate is thus a true relaxation time of the Boltzmann equation for this random network.

Replace the sum by $V/(8\pi^3)\int k'^2dk'\,d\Omega$; the delta function gives $1/v$:

$$\frac1\tau=\frac1{8\pi^3}\,\frac{k^2}v\cdot2\pi\gamma^2\omega^2\cdot\frac{\pi N_db^2\beta^2}2\int d\Omega\,\frac{1-\cos\Theta}{q^3}.$$

With $c=\cos\Theta$ and $q^3=2\sqrt2\,k^3(1-c)^{3/2}$, the angular integral is

$$\frac{2\pi}{2\sqrt2\,k^3}\int_{-1}^1\frac{dc}{\sqrt{1-c}}=\frac{2\pi}{2\sqrt2\,k^3}\cdot2\sqrt2=\frac{2\pi}{k^3}.$$

The prefactor is $\gamma^2\omega^2k^2N_db^2\beta^2/(8\pi v)$. The product is $\gamma^2\beta^2b^2N_d\omega^2/(4vk)$, which is (1) again.

## What each derivation assumes

Both rest on (4), on linear isotropic elasticity down to the line, and on first-order scattering. They differ in what they average.

The first treats a single line and needs no orientation average, so it also describes aligned dislocations. It gives the loss of momentum along $\mathbf k$, which for aligned lines is not yet a relaxation time for heat flow. The addition of intensities enters when the cross-section is multiplied by $N_d$.

The second needs random orientations to make $W$ isotropic, and in return it proves that $\tau$ is the time that enters heat conduction. It never speaks of a far field, but it needs times long enough for the delta function.

Aligned lines show the difference. Let them run along $z$, with evenly spread Burgers directions, and let a stronger isotropic mechanism, with one relaxation time for all phonons, hold the distribution near $\hat k_x$. Since $1-\cos\Theta=\sin^2\alpha(1-\cos\theta)$, the component of $\mathbf k$ across the lines relaxes at $1/(\tau\sin^2\alpha)$. The added thermal resistance is proportional to $\langle\hat k_x^2/\sin^2\alpha\rangle/\tau=\langle\cos^2\varphi_k\rangle/\tau=1/(2\tau)$, where $\varphi_k$ is the azimuth of $\mathbf k$. For random lines it is $\langle\hat k_x^2\rangle/\tau=1/(3\tau)$. The resistance across aligned lines is 3/2 of the random value. Along them it is zero in this model, because $k_z$ is conserved.

## Forward scattering, and other powers

Without the weight $1-\cos\Theta$, the $1/q^2$ survives. Take normal incidence, average over Burgers directions, and exclude $q<1/R$, that is $\theta<\theta_m\approx1/(kR)$. Then $|f|^2=\gamma^2k^3b^2\beta^2/(4\pi q^2)$ with $q^2=4k^2\sin^2(\theta/2)$, and

$$\int_{\theta_m}^{2\pi-\theta_m}\frac{d\theta}{4\sin^2(\theta/2)}=\cot\frac{\theta_m}2\approx2kR,\qquad \frac1{\tau_{\rm tot}}\approx\frac{\gamma^2\beta^2b^2N_dvk^2R}{2\pi}.$$

This grows as $\omega^2R$ and exceeds $1/\tau$ by the factor $2kR/\pi$. The number in front depends on how the cut is made: damping the field smoothly at $R$ gives about half as much. These many collisions deflect the phonon so little that they hardly hinder heat flow.

The power law of the first section was tested on fields $\sin\varphi/r^p$, transformed numerically, by comparing wavenumbers 1 and 2. The exponents were 1.005, 2 and 3 for $p=1$, 1.5 and 2. The excess at $p=1$ comes from a Gaussian damping of range $L=100$. It multiplies the transform by $1-e^{-q^2L^2/4}$ and so removes a fraction $(2-1/\sqrt2)/(\sqrt\pi\,kL)$ of the rate. This is 0.7% at $k=1$ and half that at $k=2$, which raises the exponent by 0.005.

## Example: a cadmium telluride film at 300 K

Rough values for a film on a foreign substrate are a lattice constant of 0.65 nm, hence $b=0.65/\sqrt2=0.46$ nm, $\nu=0.4$, $\gamma=1$, $v=2$ km/s, $N_d=10^9$ cm$^{-2}$ and a thickness of 5 µm. Then $\beta=0.2/0.6=1/3$. A phonon of 0.5 THz has $\omega=3.14\times10^{12}$ s$^{-1}$, wavelength 4 nm and $k=1.57$ nm$^{-1}$. With $b^2N_d=2.11\times10^{-6}$,

$$\frac1\tau=\frac14\cdot\frac19\cdot2.11\times10^{-6}\cdot3.14\times10^{12}\ \mathrm{s^{-1}}=1.8\times10^5\ \mathrm{s^{-1}},$$

a mean free path of 11 mm, some two thousand film thicknesses.

For comparison, a gray estimate, in which all heat is carried at one speed with one relaxation time, sets the intrinsic rate to $c_Vv^2/(3\lambda)$. A classical heat capacity $c_V=1.21$ MJ/(m$^3$ K) and a rough conductivity $\lambda=7$ W/(m K) give $2.3\times10^{11}$ s$^{-1}$. The dislocation rate is $8\times10^{-7}$ of this, and $5\times10^{-4}$ of the boundary rate $v/(5\ \text{µm})=4\times10^8$ s$^{-1}$. Equality with this gray rate would need $1.2\times10^{15}$ cm$^{-2}$, more than one line per $b^2$ ($4.7\times10^{14}$ cm$^{-2}$), which is impossible. The gray rate describes an average heat carrier, and a phonon of 0.5 THz is scattered less often. If the intrinsic rate grows as $\omega^2$ in a Debye spectrum with the same $v$ and $\lambda$, it is $1.2\times10^{10}$ s$^{-1}$ at 0.5 THz, and the dislocation rate is $1.6\times10^{-5}$ of it.

The neglected effects, for the same numbers, are these.

- **Shear strain.** Measured by the sum of squares of the traceless part of the strain tensor, its mean square around the line is 12.7 times that of the dilatation, because $\beta$ is small at $\nu=0.4$. This $\nu$ is the value for stress along a cube axis. CdTe is markedly anisotropic, and an isotropic average of its elastic constants gives $\nu\approx0.35$, which raises $\beta^2$ about 1.9-fold and lowers the ratio to 5.8; the rate with shear included changes little. Adding the two mean squares with equal weight would raise the rate 14-fold. This is a measure of size, not a bound: the true factor depends on the strength and sign of the coupling to shear. It is the largest uncertainty, and $\frac14\beta^2$ should not be trusted as a material constant here.
- **Core.** Take a cylinder of radius $b$, filled with the dilatation amplitude $\beta/2\pi$ that the field has at $r=b$. For $kb\ll1$ and normal incidence it scatters at $(kb)^2$ of the long-range rate, so its rate grows as $\omega^3$. Here $kb=0.72$ and $(kb)^2=0.52$, which is an upper estimate, because waves from different parts of the cylinder partly cancel. With that cancellation the cylinder scatters at 0.35 of the long-range rate. If it replaces the $1/r$ field inside $r<b$ instead of being added to it, the remaining field scatters at only 0.61 of the rate, and the sum is 0.96. The linear law needs $kb\ll1$, which this phonon does not satisfy: the region within $b$ of the line controls a sizeable fraction of the rate, and the sign of the correction depends on how the core is modelled.
- **Form of coupling.** If strain alters the stiffness instead of the inertia in (4), the amplitude gains a factor $\cos\Theta$. The integral of $c^2/\sqrt{1-c}$ is $1-\frac43+\frac45=\frac7{15}$ of the former one, so the rate falls to 0.47 of its value.
- **Higher orders.** At normal incidence the strength is $\gamma\beta bk=0.24$. A full-wave solution, averaged over four incidence directions, for a field smoothed within $0.5/k$ and damped beyond $10/k$, differed by $-0.14\%$ from first order for the same field. The average hides larger changes: for incidence perpendicular to the Burgers vector they are about $+5\%$ from one side and $-5\%$ from the other. At oblique incidence the strength is $0.24/\sin\alpha$, so first order fails for phonons that move nearly along the line.
- **Dispersion.** A chain of spacing $b$ would lower the frequency by about 2%.

The mean line spacing is 316 nm. With $R$ set to this, the total rate is 316 times the relaxation rate. The two figures agree because $2kR/\pi=4R/\lambda_{\rm ph}$ and the phonon wavelength $\lambda_{\rm ph}$ is 4 nm.

The chosen density suits the defective region near a mismatched interface; good thick layers have far fewer dislocations, and the rate falls in proportion. Threading dislocations run largely through the film, which breaks the assumption of random orientation. By the estimate above, this multiplies their resistance to in-plane heat flow by up to 3/2 when the Burgers directions are evenly spread; if they all share one direction, the factor is 9/4 for flow normal to it and 3/4 for flow along it. Even with the factor 3/2 and the 14-fold shear factor together, the rate stays near $2\times10^{-5}$ of the gray intrinsic rate and $3\times10^{-4}$ of the $\omega^2$ estimate. Within this model, and for these values at 300 K, the long-range strain of dislocations adds almost nothing to the scattering of a 0.5 THz phonon. In the $\omega^2$ estimate most of the heat is carried at higher frequencies. There the linear law would make dislocations matter still less, since its ratio to the intrinsic rate falls as $1/\omega$, but with $kb$ near or above 1 this is an extrapolation. The model says nothing about impurities gathered at the lines or about the interface itself. The numerical output below lists the input values and most of the results.

## Values computed for the example and the checks

```
Lattice constant (rough): 0.65 nm
Burgers length b: 0.4596 nm
Poisson ratio (rough): 0.4
Grueneisen number gamma (rough): 1
Sound speed (rough): 2 km/s
Dislocation density (rough): 1e+09 cm^-2
Film thickness (rough): 5 um
Temperature: 300 K
Thermal conductivity (rough): 7 W/(m K)
Phonon frequency: 0.5 THz
Phonon energy: 2.068 meV
Thermal energy kT: 25.85 meV
Wavenumber k: 1.571 nm^-1
Wavelength: 4 nm
Dilatation factor beta: 0.3333
Strength s = gamma beta b k: 0.2407
Rate coefficient, 30 random geometries: 0.25
Transport cross-section per length, normal incidence: 0.009218 nm
Dislocation relaxation rate: 1.844e+05 s^-1
Dislocation mean free path: 10.85 mm
Heat capacity, classical: 1.207 MJ/(m^3 K)
Intrinsic rate, gray estimate: 2.298e+11 s^-1
Boundary rate v/thickness: 4e+08 s^-1
Dislocation rate / intrinsic rate: 8.021e-07
Dislocation rate / boundary rate: 0.0004609
Density for equal intrinsic rate: 1.247e+15 cm^-2
One line per b^2: 4.734e+14 cm^-2
Mean line spacing: 316.2 nm
Total rate / relaxation rate, cut at spacing: 316.2
Frequency exponent for strain r^-1.0: 1.005
Frequency exponent for strain r^-1.5: 2
Frequency exponent for strain r^-2.0: 3
Intensity per line, random lines: 1.018
Full wave / first order at s = 0.02: 1
Higher-order change at example strength: -0.1379 %
Shear / dilatation mean square strain: 12.67
Rate factor if shear couples equally: 13.67
Core rate / long-range rate, rough: 0.5212
Frequency lowering by lattice dispersion, rough: 2.158 %
Rate factor for stiffness-type coupling: 0.4666
Resistance factor across aligned lines: 1.5
```
